\section*{Ion-Pair Statistics under a Fixed Energy Budget in EUV Resists}

\section*{Setting and conventions}

A photon absorbed in a resist frees an electron, which spends its kinetic energy in collisions. Some collisions ionize, and each ionization makes one ion pair: a positive site and a freed electron. The problem asks how much the number of pairs fluctuates when the energy available is fixed. Energies are in eV.

In parts (a) to (d) the budget is $E_0$. Collision $i$ of the primary electron removes energy $e_i$ and yields $n_i$ pairs. The number $n_i$ includes every pair made later by the ejected secondary, whose energy is part of $e_i$. The pairs $(e_i,n_i)$ are independent draws from one law, but $e$ and $n$ in the same collision may be correlated. The losses obey $0<e_{\min}\le e\le e_{\max}$, and $n$ is bounded with $\langle n\rangle>0$. Draws continue while the energy left is at least $e_{\max}$, so that no draw can overspend. The residue $R<e_{\max}$ then yields a bounded number $n_R$ of last pairs. The number of draws is $N$, the total number of pairs is $J$, and
\begin{equation}
W=\frac{\langle e\rangle}{\langle n\rangle},\qquad F=\frac{\operatorname{Var}J}{\langle J\rangle}.
\end{equation}
Here $W$ is the mean energy per pair and $F$ is the Fano factor. A Poisson count has $F=1$; a count with $F<1$ is called sub-Poisson.

\section*{(a) Put the budget into the count}

Write $J-E_0/W$ as a sum over collisions plus a bounded remainder, such that each collision term has zero mean.

\subsection*{Solution}

Pairs and energy are both additive:
\begin{equation}
J=\sum_{i=1}^{N}n_i+n_R,\qquad E_0=\sum_{i=1}^{N}e_i+R .
\end{equation}
Divide the second relation by $W$ and subtract it from the first:
\begin{equation}
J-\frac{E_0}{W}=M+B,\quad M=\sum_{i=1}^{N}x_i,\quad x_i=n_i-\frac{e_i}{W},\quad B=n_R-\frac{R}{W}.
\label{split}
\end{equation}
The mean of one term is $\langle x\rangle=\langle n\rangle-\langle e\rangle/W=0$ by the definition of $W$. The quantity $x$ is the surplus of pairs over what the same energy buys on average. Since $E_0/W$ is a fixed number, $J$ fluctuates only through these surpluses and through $B$.

\section*{(b) The variance of the collision sum}

Find $\langle M\rangle$, $\langle M^2\rangle$ and $\langle N\rangle$. The number $N$ is random and depends on the losses: cheap collisions leave room for more of them.

\subsection*{Solution}

Let $I_i=1$ if draw $i$ takes place and $I_i=0$ otherwise. Then $M=\sum_i I_ix_i$, a finite sum because $N\le E_0/e_{\min}$. Whether draw $i$ takes place is settled by the energy left after the first $i-1$ draws. Hence $I_i$ is independent of $(e_i,n_i)$, and
\begin{equation}
\langle M\rangle=\sum_i\langle I_i\rangle\langle x\rangle=0 .
\end{equation}
For the square, use $I_i^2=I_i$:
\begin{equation}
\langle M^2\rangle=\sum_i\langle I_ix_i^2\rangle+2\sum_{i<j}\langle I_iI_jx_i\,x_j\rangle .
\end{equation}
In a cross term, $I_iI_jx_i$ depends on draws $1$ to $j-1$ alone, while $x_j$ is independent of those draws. The average factorizes into $\langle I_iI_jx_i\rangle\langle x\rangle=0$. In the first sum, $\langle I_ix_i^2\rangle=\langle I_i\rangle\langle x^2\rangle$, and $\sum_i\langle I_i\rangle=\langle N\rangle$. Therefore
\begin{equation}
\langle M^2\rangle=\langle N\rangle\left\langle\left(n-\frac{e}{W}\right)^2\right\rangle .
\label{wald}
\end{equation}
This holds at any budget. The same argument applied to the losses gives $\langle\sum_iI_ie_i\rangle=\langle N\rangle\langle e\rangle$. The left side is $E_0-\langle R\rangle$, so
\begin{equation}
\langle N\rangle=\frac{E_0-\langle R\rangle}{\langle e\rangle}.
\label{number}
\end{equation}

\section*{(c) The variance of the pair number}

Show what the remainder $B$ can do to $\operatorname{Var}J$, and find $F$ for a large budget. Evaluate it for this law: $(e,n)=(7,0)$, $(12,1)$, $(18,1)$, $(34,2)$ with probabilities $0.4$, $0.3$, $0.2$, $0.1$. A residue of at least 12 eV makes one last pair.

\subsection*{Solution}

Write $\sigma^2=\langle x^2\rangle$ and let sd denote a standard deviation. From \eqref{split},
\begin{equation}
\operatorname{Var}J=\operatorname{Var}M+2\operatorname{Cov}(M,B)+\operatorname{Var}B .
\label{cov}
\end{equation}
The Cauchy--Schwarz inequality $|\operatorname{Cov}(M,B)|\le\operatorname{sd}M\,\operatorname{sd}B$ places this between $(\operatorname{sd}M-\operatorname{sd}B)^2$ and $(\operatorname{sd}M+\operatorname{sd}B)^2$. With $\operatorname{sd}M=\sigma\sqrt{\langle N\rangle}$ it follows that
\begin{equation}
\left|\operatorname{sd}J-\sigma\sqrt{\langle N\rangle}\right|\le\operatorname{sd}B .
\end{equation}
The right side stays bounded because $R$ and $n_R$ are bounded, while $\sqrt{\langle N\rangle}$ grows as $\sqrt{E_0}$. For $\sigma>0$, squaring gives
\begin{equation}
\operatorname{Var}J=\langle N\rangle\left\langle\left(n-\frac{e}{W}\right)^2\right\rangle\left[1+O(E_0^{-1/2})\right].
\end{equation}
The mean is $\langle J\rangle=E_0/W+\langle B\rangle$, and $\langle N\rangle\simeq E_0/\langle e\rangle$. Since $W/\langle e\rangle=1/\langle n\rangle$,
\begin{equation}
F\;\longrightarrow\;\frac{E_0\sigma^2/\langle e\rangle}{E_0/W}=\frac{\langle(n-e/W)^2\rangle}{\langle n\rangle}.
\label{fano}
\end{equation}
If $\sigma=0$, each collision yields pairs in strict proportion to its cost. Then $\operatorname{Var}J=\operatorname{Var}B$ stays bounded and $F\to0$.

For the given law,
\begin{align}
\langle e\rangle&=2.8+3.6+3.6+3.4=13.4\ \text{eV},\qquad \langle n\rangle=0.3+0.2+0.2=0.7,\\
W&=13.4/0.7=19.14\ \text{eV}.
\end{align}
The surpluses $x$ are $-0.366$, $0.373$, $0.060$ and $0.224$, so
\begin{equation}
\sigma^2=0.4(0.366)^2+0.3(0.373)^2+0.2(0.060)^2+0.1(0.224)^2=0.101,
\end{equation}
and $F\to0.101/0.7=0.144$.

The full distribution of $J$, propagated collision by collision, gives the following variances; the complete numerical output follows the text.
\begin{center}
\begin{tabular}{rrrrr}
$E_0$ (eV) & $\langle N\rangle$ & $\langle N\rangle\sigma^2$ & $\operatorname{Var}J$ & $F$\\
92 & 5.04 & 0.509 & 0.608 & 0.137\\
1000 & 72.8 & 7.352 & 7.458 & 0.144\\
10000 & 744.4 & 75.17 & 75.28 & 0.144
\end{tabular}
\end{center}
At the two larger budgets the excess of $\operatorname{Var}J$ over the collision term is $0.106$. Of this, $\operatorname{Var}B=0.265^2=0.070$, and by \eqref{cov} the remaining $0.036$ is $2\operatorname{Cov}(M,B)$. The relative error thus falls faster between these budgets than the bound requires.

At 92 eV the collision term is 16\% below the true variance. The value of $F$ is nevertheless only 5\% below its limit, because the effects of the residue partly cancel. By \eqref{number} the mean residue is $92-5.04\times13.4\approx24$ eV, which lowers $\langle N\rangle$ and with it the collision term. Two effects act the other way: the remainder adds variance of its own, and the mean $\langle J\rangle=4.44$ in the denominator of $F$ lies below $E_0/W=4.81$. The close agreement in $F$ is therefore no evidence that five collisions are many. It also depends on the budget and on the treatment of the residue: $F$ ranges from $0.128$ to $0.151$ for budgets between 80 and 104 eV, and if draws instead continue among the channels still affordable, $F$ at 92 eV is $0.180$.

\section*{(d) Is the count necessarily sub-Poisson?}

Consider two channels. Ionization costs $E_i$, yields one pair and has probability $p$; excitation costs $E_x$, yields none and has probability $1-p$. Find the limiting $F$ and decide whether a fixed budget guarantees $F<1$.

\subsection*{Solution}

Here $\langle n\rangle=p$, so
\begin{equation}
W=E_i+\frac{1-p}{p}E_x\quad\Longrightarrow\quad\frac{1-p}{p}E_x=W-E_i .
\end{equation}
Insert the two surpluses, $1-E_i/W$ and $-E_x/W$, into \eqref{fano}:
\begin{align}
F&=\left(1-\frac{E_i}{W}\right)^2+\frac{1-p}{p}\frac{E_x^2}{W^2}
=\frac{(W-E_i)^2+(W-E_i)E_x}{W^2}\nonumber\\
&=\frac{(W-E_i)(W-E_i+E_x)}{W^2}.
\label{two}
\end{align}
If $E_x\le E_i$, the second factor is at most $W$, and
\begin{equation}
F\le1-\frac{E_i}{W}<1 .
\end{equation}
Without excitation, $W=E_i$ and $F=0$: every pair costs the same, so the budget fixes the count up to the residue.

A costly channel without pairs can reverse the result. Take $p=1/2$ and $E_i=12$ eV. For $E_x=7$ eV, $W=19$ eV and $F=7\times14/19^2=0.27$. For $E_x=40$ eV, $W=52$ eV and $F=40\times80/52^2=1.18$. With the residue rule of (c), the propagated distributions at 4000 eV give $0.272$ and $1.173$. In the second case one excitation uses up the energy of more than three ionizations, and the random number of such losses makes the pair count noisier than Poisson.

A fixed budget therefore does not guarantee $F<1$. For a large budget and a general law the condition is
\begin{equation}
\left\langle\left(n-\frac{e}{W}\right)^2\right\rangle<\langle n\rangle .
\end{equation}

\section*{(e) Take the budget away}

A fast electron crosses a thin film and loses a small part of its energy. Let the number of collisions $K$ be Poisson with mean $\lambda$, keep the collision law, and count all pairs that the collisions produce. Find $F$ and state when the fixed budget lowers it.

\subsection*{Solution}

For given $K$ the count has mean $K\langle n\rangle$ and variance $K\operatorname{Var}n$. Add the mean of the conditional variance to the variance of the conditional mean:
\begin{equation}
\operatorname{Var}J=\lambda\operatorname{Var}n+\lambda\langle n\rangle^2=\lambda\langle n^2\rangle,\qquad
F_{\rm film}=\frac{\langle n^2\rangle}{\langle n\rangle}\ge1 .
\label{film}
\end{equation}
The inequality holds because $n^2\ge n$ for integers $n\ge0$. For the four-channel law $F_{\rm film}=0.9/0.7=1.29$, against $0.144$ with the budget fixed.

Expanding the square in \eqref{fano} gives the difference:
\begin{equation}
F_{\rm film}-F=\frac{1}{\langle n\rangle}\left(\frac{2\langle ne\rangle}{W}-\frac{\langle e^2\rangle}{W^2}\right).
\end{equation}
The budget lowers the noise if $2W\langle ne\rangle>\langle e^2\rangle$, that is, if costly collisions are sufficiently productive. In the case $E_x=40$ eV above, $2W\langle ne\rangle=2\times52\times6=624$ eV$^2$ is less than $\langle e^2\rangle=872$ eV$^2$, and the budget raises the noise.

Part of the reduction would come from fixing the number of collisions alone. That gives $\operatorname{Var}n/\langle n\rangle=F_{\rm film}-\langle n\rangle=0.59$ for the four-channel law. The further drop to $0.144$ comes from the link between pairs and energy.

\section*{(f) Collisions that change as the electron slows}

In a real cascade the law depends on the current kinetic energy $T$. Let $m(T)$ be the mean number of pairs still to come from an electron of energy $T$. Assume that, given $T$, the future is independent of the past. Find the variance without assuming identical collisions, and recover the earlier form.

\subsection*{Solution}

Let $T_i$ be the energy before collision $i$, with $T_1=E_0$ and $T_{i+1}=T_i-e_i$. The mean yield obeys $m(T)=\langle n+m(T-e)\rangle_T$, where the average is over the collision law at energy $T$. Hence the increment
\begin{equation}
y_i=n_i+m(T_{i+1})-m(T_i)
\end{equation}
has zero mean for any given past. Follow the electron until it can make no more pairs, so that $m(T_{N+1})=0$. The terms in $m$ then telescope:
\begin{equation}
\sum_{i=1}^{N}y_i=\sum_{i=1}^{N}n_i+m(T_{N+1})-m(E_0)=J-m(E_0).
\end{equation}
As in (b), cross terms vanish because the later factor has zero mean given all earlier draws. Therefore
\begin{equation}
\operatorname{Var}J=\left\langle\sum_{i=1}^{N}y_i^2\right\rangle .
\label{general}
\end{equation}
Where $m$ is linear, $m(T)=(T-T_0)/W$ with a constant offset $T_0$, the increment becomes $y=n-e/W$. Identical collisions are thus not essential; a linear mean yield suffices, apart from the end of the track.

A model cascade shows the size of the end effect. An electron with $T\ge10$ eV excites with probability $0.4$, at a cost of 7 eV, and otherwise ionizes. Ionization costs $10\ \text{eV}+s$, where the slower electron leaves with kinetic energy $s\le(T-10\ \text{eV})/2$. The probability of $s$, on a 1 eV grid, is proportional to $1/(s+10\ \text{eV})^2$. Both electrons continue under the same rules; below 10 eV they make no pairs.

Between 200 and 400 eV the mean yield rises by one pair per $W=17.8$ eV. Over this interval, the increase of variance divided by the increase of mean is $0.218$. The same ratio computed from $(n-e/W)^2$ with constant $W$ is also $0.218$. At 82 eV the full distribution and \eqref{general} both give $\operatorname{Var}J=1.021$, while the constant-$W$ sum gives $0.976$, which is 4\% lower.

\section*{(g) An EUV resist}

A 13.5 nm photon carries $91.8$ eV, rounded here to 92 eV. Let it ionize a 10 eV level and release an 82 eV electron into the cascade of (f). Find the pair statistics per photon. Then find the noise in a 10 nm cube at a dose of 30 mJ/cm$^2$ with absorption coefficient $0.005$ nm$^{-1}$, and the effect of losing pairs from the cube.

\subsection*{Solution}

Photoionization adds one certain pair to the cascade. From here on $J$ and $F$ refer to one absorbed photon. The result is
\begin{equation}
\langle J\rangle=5.43,\qquad \operatorname{Var}J=1.02,\qquad F=\frac{1.02}{5.43}=0.19 .
\end{equation}
These values belong to the 1 eV grid. On a 0.1 eV grid the same rules give $\langle J\rangle=5.32$, $\operatorname{Var}J=0.97$ and $F=0.181$; in (f), $W$ becomes $18.2$ eV and the slope ratio $0.211$. The standard deviation is $1.0$ pair, whereas a Poisson count of the same mean would have $\sqrt{5.43}=2.3$. Five or six pairs occur with probability $0.345+0.350=0.69$.

Now let the number of photons absorbed in the cube be Poisson with mean $A$. The argument behind \eqref{film}, with photons in place of collisions, gives mean $A\langle J\rangle$ and variance $A\langle J^2\rangle$. The relative variance of the total is
\begin{equation}
\frac{\langle J^2\rangle}{A\langle J\rangle^2}=\frac1A\left(1+\frac{\operatorname{Var}J}{\langle J\rangle^2}\right)=\frac1A\left(1+\frac{F}{\langle J\rangle}\right).
\label{dose}
\end{equation}
The dose supplies $20.4$ photons per nm$^2$. With the cube at the top of the film,
\begin{equation}
A=20.39\times100\times(1-e^{-0.05})=99.4 .
\end{equation}
Photon arrival alone gives a relative noise of $1/\sqrt{99.4}=10.0\%$. The cascade raises it to $10.2\%$; with $F=1$ and the same mean yield it would be $10.9\%$. The total count itself is far from sub-Poisson: its variance divided by its mean is $\langle J^2\rangle/\langle J\rangle=\langle J\rangle+F=5.6$. The fixed budget quiets the yield of each photon, not the arrival of photons.

Electron motion blurs the pattern and can carry pairs out of the cube. Suppose first that each pair stays independently with probability $q$. For given $J$ the retained number has mean $qJ$ and variance $q(1-q)J$, so
\begin{equation}
F'=\frac{q(1-q)\langle J\rangle+q^2\operatorname{Var}J}{q\langle J\rangle}=1-q+qF .
\end{equation}
For $q=0.6$ this is $0.51$. Replacing $F$ by $F'$ and $\langle J\rangle$ by $0.6\times5.43=3.26$ in \eqref{dose} gives a noise of $\sqrt{(1+0.51/3.26)/99.4}=10.8\%$.

In the opposite limit all pairs from one photon stay or leave together. The retained number then has second moment $q\langle J^2\rangle$ and mean $q\langle J\rangle$, so
\begin{equation}
F'=\frac{q\langle J^2\rangle-q^2\langle J\rangle^2}{q\langle J\rangle}=F+(1-q)\langle J\rangle=2.4 ,
\end{equation}
again for $q=0.6$. The cube behaves as if it had absorbed $qA=59.7$ photons, and the noise is $\sqrt{(1+0.19/5.43)/59.7}=13.2\%$. For an isolated exposed cube, correlated escape can thus matter much more than the Fano factor. Neither limit includes pairs that enter from neighbouring regions. In a film exposed uniformly over a wide area, sideways motion brings in as many pairs on average as it takes out. If all pairs from one photon shift sideways together, the photons that contribute to the cube are again Poisson with mean $A$, and the noise returns to $10.2\%$. If the pairs move independently, those of one photon are shared among neighbouring regions, and the noise is lower still. The increases found above therefore do not carry over to sideways motion in such a film. Loss through the top surface is not compensated: if the pairs of one photon share an isotropic Gaussian shift of 2 nm per axis and those carried above the surface are lost, the effective $A$ falls by 8\% and the noise is $10.6\%$.

The parameters are rough values for an organic resist, not those of a particular material. Doses of some tens of mJ/cm$^2$ and absorption of a few per micrometre are typical in order of magnitude; resists rich in strongly absorbing metals have larger $A$ at the same dose. The yield of $5.4$ pairs should be read as a model value that depends on the assumed collision probabilities. Changing the excitation probability from $0.4$ to $0.2$ or $0.6$ gives $6.4$ or $4.3$ pairs and $F=0.11$ or $0.29$. Weak losses, which the cascade omits, lower the yield. With other settings held fixed, letting 30\% of all collisions be vibrational losses of 1 eV lowers it to $5.2$ and changes $F$ from $0.188$ to $0.193$. Taking 20\% of the photoelectrons from a 20 eV level instead gives $5.3$ pairs and $F=0.197$. These two shifts in $F$ are comparable to its dependence on the energy grid. Real vibrational quanta are smaller than 1 eV, and relaxation of the deeper hole is ignored. Among the effects sized here, the loss of pairs from the cube changes $F$ most. The later chemistry, including reactions driven by electrons too slow to ionize, adds fluctuations that a count of ion pairs does not contain.

\section*{Values computed for the example and the checks}
\begin{verbatim}
PART 1: four-channel collision law
  channel: probability 0.4, e = 7 eV, n = 0
  channel: probability 0.3, e = 12 eV, n = 1
  channel: probability 0.2, e = 18 eV, n = 1
  channel: probability 0.1, e = 34 eV, n = 2
13.5 nm photon energy = 91.84 eV
<e> = 13.40 eV, <n> = 0.70 pairs
W = 19.143 eV per pair
<(n-e/W)^2> = 0.10098, predicted F = 0.1443
E0 = 92 eV: <N> = 5.043, <J> = 4.443
  Var J = 0.6084, <N><(n-e/W)^2> = 0.5092
  F = 0.1369, sd B = 0.2654
E0 = 1000 eV: <N> = 72.804, <J> = 51.873
  Var J = 7.4582, <N><(n-e/W)^2> = 7.3518
  F = 0.1438, sd B = 0.2646
E0 = 10000 eV: <N> = 744.446, <J> = 522.023
  Var J = 75.2807, <N><(n-e/W)^2> = 75.1743
  F = 0.1442, sd B = 0.2646
Poisson collision number (mean 20): F = 1.2857
PART 2: two channels, equal probability, ionization 12 eV
  Ex = 7 eV: W = 19.0 eV, F formula = 0.2715, F at 4000 eV = 0.2718
  Ex = 40 eV: W = 52.0 eV, F formula = 1.1834, F at 4000 eV = 1.1729
PART 3: resist cascade
ionization 10 eV, excitation 7 eV, P(excitation) 0.4
W from slope, 200 to 400 eV = 17.775 eV per pair
F from slope: distribution 0.2183, constant-W collisions 0.2183
photoelectron energy = 82 eV
Var J = 1.0214, changing-m sum = 1.0214, constant-W sum = 0.9759
pairs per photon = 5.434, sd = 1.011
F per photon = 0.1879
  P(1 pairs) = 0.0000
  P(2 pairs) = 0.0021
  P(3 pairs) = 0.0251
  P(4 pairs) = 0.1420
  P(5 pairs) = 0.3448
  P(6 pairs) = 0.3501
  P(7 pairs) = 0.1251
  P(8 pairs) = 0.0108
PART 4: neglected effects, per photon unless stated
1 eV vibrational loss in 30% of collisions: pairs 5.232, F 0.1929
20% of photons from a 20 eV level: pairs 5.322, F 0.1968
pairs kept with probability 0.6: F 0.5128
dose 30 mJ/cm2, cube 10 nm, absorption 0.005 /nm
incident photons = 20.39 per nm2
absorbed photons in cube = 99.43
pairs in cube = 540.4, F of total = 5.622
relative noise, photons alone = 10.028 %
relative noise, with cascade = 10.200 %
relative noise if F were 1 = 10.912 %
\end{verbatim}
